# The Friedel–Langreth sum rule for the Anderson impurity: a program that tests the result

```python
"""
Friedel-Langreth sum rule for the Anderson impurity at zero temperature.
Result under test (wide band, screened Fermi-liquid ground state):
    delta = pi*n   and   A(0) = sin(pi*n)**2 / (pi*Delta)
n      impurity occupation per spin
delta  phase shift at the Fermi level, cot(delta) = eps_star/Delta
Delta  hybridization half-width (the energy unit), U on-site repulsion
eps_d  bare level; eps_star = eps_d + Re Sigma(0); chemical potential = 0
A      impurity spectral function per spin, Sigma the self-energy
I_L    Luttinger integral (1/pi) int_0^inf Re[G dSigma/d(i w)] dw
"""
from functools import reduce
import numpy as np
from scipy.integrate import quad
from scipy.signal import fftconvolve
from scipy.special import expit, xlogy

Delta = 1.0

# ---------------------------------------------------------------
# 1. Exact many-body test of I_L = 0: impurity plus three bath levels
# ---------------------------------------------------------------


def luttinger_integrand(y, poles, weights, bath, hop):
    """Re[G dSigma/dz]/pi at z = i*y from the Lehmann form of G."""
    z = 1j * y
    g = np.sum(weights / (z - poles))
    dg = -np.sum(weights / (z - poles) ** 2)
    dhyb = -np.sum(hop ** 2 / (z - bath) ** 2)
    return (g - g * dhyb + dg / g).real / np.pi


def integrate_half_line(func):
    low = quad(func, 0.0, 5.0, limit=400, epsabs=1e-10)[0]
    high = quad(func, 5.0, np.inf, limit=400, epsabs=1e-10)[0]
    return low + high


def annihilator(mode, modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    factors = [parity] * mode + [lower] + [np.eye(2)] * (modes - mode - 1)
    return reduce(np.kron, factors)


bath_levels = np.array([-1.2, -0.1, 1.0])
cluster_hop, cluster_U, cluster_eps = 0.5, 2.0, -0.8
ops = [annihilator(j, 8) for j in range(8)]
numbers = [c.T @ c for c in ops]
ham = cluster_U * numbers[0] @ numbers[4]
for start in (0, 4):
    ham = ham + cluster_eps * numbers[start]
    for k in range(3):
        mixing = ops[start].T @ ops[start + 1 + k]
        ham = ham + bath_levels[k] * numbers[start + 1 + k]
        ham = ham + cluster_hop * (mixing + mixing.T)
energies, states = np.linalg.eigh(ham)
ground = states[:, 0]
cluster_gap = energies[1] - energies[0]
cluster_N_up = ground @ sum(numbers[:4]) @ ground
cluster_N_down = ground @ sum(numbers[4:]) @ ground
cluster_nd = ground @ numbers[0] @ ground
assert cluster_gap > 0.02
assert abs(cluster_N_up - 2) < 1e-8 and abs(cluster_N_down - 2) < 1e-8

add_weights = (states.T @ (ops[0].T @ ground)) ** 2
remove_weights = (states.T @ (ops[0] @ ground)) ** 2
poles = np.concatenate([energies - energies[0], energies[0] - energies])
weights = np.concatenate([add_weights, remove_weights])
keep = weights > 1e-14
poles, weights = poles[keep], weights[keep]
assert abs(weights.sum() - 1) < 1e-9


def cluster_integrand(y):
    return luttinger_integrand(y, poles, weights, bath_levels, cluster_hop)


cluster_IL = integrate_half_line(cluster_integrand)
cluster_abs = integrate_half_line(lambda y: abs(cluster_integrand(y)))
assert abs(cluster_IL) < 1e-5
assert cluster_abs > 1e-3      # the integral vanishes by cancellation

# Isolated atom with a free moment: the theorem must fail there
atom_poles = np.array([cluster_eps, cluster_eps + cluster_U])
atom_weights = np.array([0.5, 0.5])
atom_IL = integrate_half_line(lambda y: luttinger_integrand(
    y, atom_poles, atom_weights, np.array([1.0]), 0.0))
assert abs(atom_IL + 0.5) < 1e-5

# ---------------------------------------------------------------
# 2. One-particle matrix: level shift, displaced charge, finite band
# ---------------------------------------------------------------
half_band, n_bath, res_level = 10.0, 1200, 0.5
spacing = 2 * half_band / n_bath
bath = -half_band + (np.arange(n_bath) + 0.5) * spacing
matrix = np.diag(np.concatenate([[res_level], bath]))
matrix[0, 1:] = matrix[1:, 0] = np.sqrt(Delta * spacing / np.pi)
levels, vectors = np.linalg.eigh(matrix)

mid = n_bath // 2
level_shift = (bath[mid] - levels[mid]) / spacing
shift_formula = np.arctan2(Delta, res_level - levels[mid]) / np.pi
assert abs(level_shift - shift_formula) < 3e-4

# A temperature of one level spacing smooths the discrete spectrum
fermi = expit(-levels / spacing)
displaced = fermi.sum() - expit(-bath / spacing).sum()
matrix_nd = np.sum(vectors[0] ** 2 * fermi)
res_phase = np.arctan2(Delta, res_level) / np.pi
assert abs(displaced - res_phase) < 3e-4


def finite_band_charges(band):
    """Impurity and displaced conduction charge by quadrature, U = 0."""
    def green(y):
        hyb = -2j * Delta / np.pi * np.arctan2(band, y)
        return 1 / (1j * y - res_level - hyb)

    def conduction(y):
        slope = 2 * Delta / np.pi * band / (y * y + band * band)
        return -(green(y) * slope).real / np.pi

    imp = 0.5 + integrate_half_line(lambda y: green(y).real / np.pi)
    return imp, integrate_half_line(conduction)


band_table = [(b,) + finite_band_charges(b) for b in (10.0, 100.0, 1000.0)]
assert abs(matrix_nd - band_table[0][1]) < 3e-4
assert abs(displaced - matrix_nd - band_table[0][2]) < 3e-4
for _, imp, cond in band_table:
    assert abs(imp + cond - res_phase) < 1e-6
assert abs(band_table[2][2]) < 0.05 * abs(band_table[0][2])

# ---------------------------------------------------------------
# 3. Interacting continuum: self-consistent second-order theory
# ---------------------------------------------------------------
cutoff, step = 300.0, 0.02
M = int(round(cutoff / step))
omega = np.arange(-M, M + 1) * step
size = omega.size
m = np.arange(-(size - 1), size, dtype=float)
# Principal-value integral of a piecewise linear function
kernel = (xlogy(m + 1, abs(m + 1)) - 2 * xlogy(m, abs(m))
          + xlogy(m - 1, abs(m - 1)))


def second_order(spectrum, U):
    """Second-order skeleton self-energy without the Hartree part."""
    particle = spectrum[M:].copy()
    hole = spectrum[M::-1].copy()
    particle[0] *= 0.5
    hole[0] *= 0.5
    pair = fftconvolve(particle, hole)[:M + 1] * step
    pair[0] = 0.0
    plus = U ** 2 * step * fftconvolve(pair, particle)[:M + 1]
    minus = U ** 2 * step * fftconvolve(pair, hole)[:M + 1]
    plus[0] = minus[0] = 0.0
    density = np.maximum(np.concatenate([minus[:0:-1], plus]), 0.0)
    real = fftconvolve(density, kernel)[size - 1:2 * size - 1]
    return real - 1j * np.pi * density


def green_function(eps_d, sigma):
    return 1 / (omega - eps_d - sigma + 1j * Delta)


def occupation(spectrum, level):
    """Integral over negative energies plus the Lorentzian tail."""
    part = spectrum[:M + 1]
    body = step * (part.sum() - 0.5 * (part[0] + part[-1]))
    return body + np.arctan(Delta / (cutoff + level)) / np.pi


def solve(eps_d, U, correlated=True):
    sigma = np.full(size, 0.5 * U, dtype=complex)
    n = 0.5
    for _ in range(300):
        spectrum = -green_function(eps_d, sigma).imag / np.pi
        n = occupation(spectrum, eps_d + U * n)
        new = np.full(size, U * n, dtype=complex)
        if correlated:
            new = new + second_order(spectrum, U)
        change = np.max(abs(new - sigma))
        sigma = 0.5 * (sigma + new)
        if change < 1e-9:
            break
    assert change < 1e-9
    return sigma


def analyse(eps_d, U, sigma):
    g = green_function(eps_d, sigma)
    spectrum = -g.imag / np.pi
    hartree_guess = eps_d + sigma[0].real
    n = occupation(spectrum, hartree_guess)
    eps_star = eps_d + sigma[M].real
    delta = np.arctan2(Delta, eps_star)
    f = (g * np.gradient(sigma, step)).imag[:M + 1]
    luttinger = -step * (f.sum() - 0.5 * (f[0] + f[-1])) / np.pi
    return n, eps_star, delta, spectrum[M], luttinger, spectrum


U, eps_main = 4.0, -1.0
scan = []
for eps_d in (2.0, 0.0, eps_main, -2.0, -3.5):
    sigma = solve(eps_d, U)
    n, eps_star, delta, A0, IL, spectrum = analyse(eps_d, U, sigma)
    predicted = np.sin(np.pi * n) ** 2 / (np.pi * Delta)
    assert abs(n - delta / np.pi) < 3e-4
    assert abs(A0 - predicted) < 5e-4
    assert abs(IL) < 5e-4
    scan.append((eps_d, n, delta / np.pi, A0, predicted))
    if eps_d == eps_main:
        main = (n, eps_star, delta, A0, IL, predicted)
        main_sigma = sigma

n, eps_star, delta, A0, IL, predicted = main
slope = (main_sigma[M + 1].real - main_sigma[M - 1].real) / (2 * step)
Z = 1 / (1 - slope)
assert 0 < Z < 1

# Phase-space law for the damping near the Fermi level
w_test = omega[M + 2]
damping = -0.5 * (main_sigma[M + 2].imag + main_sigma[M - 2].imag)
damping_law = np.pi * U ** 2 * A0 ** 3 * w_test ** 2 / 2
assert abs(damping / damping_law - 1) < 0.03

# Same diagram with Hartree propagators that are not updated
hartree = solve(eps_main, U, correlated=False)
hartree_spectrum = -green_function(eps_main, hartree).imag / np.pi
one_shot = hartree + second_order(hartree_spectrum, U)
n1, _, delta1, _, IL1, _ = analyse(eps_main, U, one_shot)
assert abs(n1 - delta1 / np.pi) > 5 * abs(n - delta / np.pi)
assert abs(n1 - delta1 / np.pi - IL1) < 5e-4

# ---------------------------------------------------------------
# Output
# ---------------------------------------------------------------
print("EXACT CLUSTER (energies in model units)")
print(f"bath levels: {bath_levels}, hopping: {cluster_hop}")
print(f"U: {cluster_U}, eps_d: {cluster_eps}")
print(f"gap to first excited state: {cluster_gap:.4f}")
print(f"electrons per spin: {cluster_N_up:.4f}")
print(f"impurity occupation per spin: {cluster_nd:.4f}")
print(f"Luttinger integral: {cluster_IL:.1e}")
print(f"integral of |integrand|: {cluster_abs:.4f}")
print(f"free-moment atom, Luttinger integral: {atom_IL:.4f}")
print("RESONANT LEVEL, U = 0 (energies in Delta)")
print(f"level: {res_level}, half-band: {half_band}, "
      f"bath levels: {n_bath}")
print(f"level shift / spacing: {level_shift:.4f}, "
      f"formula: {shift_formula:.4f}")
print(f"displaced charge: {displaced:.4f}, delta/pi: {res_phase:.4f}")
print(f"impurity charge from matrix: {matrix_nd:.4f}")
for band, imp, cond in band_table:
    print(f"half-band {band:6.0f}: impurity {imp:.5f}, "
          f"conduction {cond:.5f}, sum {imp + cond:.5f}")
print("WORKED EXAMPLE, self-consistent second order (Delta = 1)")
print(f"U: {U} Delta, eps_d: {eps_main} Delta")
print(f"n per spin from spectrum: {n:.4f}")
print(f"Hartree shift U*n: {U * n:.4f} Delta")
print(f"Re Sigma(0): {main_sigma[M].real:.4f} Delta")
print(f"eps_star: {eps_star:.4f} Delta")
print(f"delta: {delta:.4f} rad = {np.degrees(delta):.2f} degrees")
print(f"delta/pi: {delta / np.pi:.4f}")
print(f"A(0) from G: {A0:.4f} /Delta")
print(f"sin^2(pi n)/(pi Delta): {predicted:.4f} /Delta")
print(f"quasiparticle weight Z: {Z:.4f}")
print(f"Luttinger integral: {IL:.1e}")
print(f"damping / phase-space law at {w_test:.2f} Delta: "
      f"{damping / damping_law:.4f}")
print("NOT SELF-CONSISTENT, same U and eps_d")
print(f"n: {n1:.4f}, delta/pi: {delta1 / np.pi:.4f}, "
      f"Luttinger integral: {IL1:.4f}")
print("SCAN at U = 4 Delta (eps_d in Delta, A in 1/Delta)")
print("eps_d     n       delta/pi  A(0)    sin^2(pi n)/pi")
for row in scan:
    print("{:5.1f}   {:.4f}   {:.4f}   {:.4f}   {:.4f}".format(*row))
print("all assertions hold")
```

Printed output:

```
EXACT CLUSTER (energies in model units)
bath levels: [-1.2 -0.1  1. ], hopping: 0.5
U: 2.0, eps_d: -0.8
gap to first excited state: 0.3165
electrons per spin: 2.0000
impurity occupation per spin: 0.4474
Luttinger integral: 3.3e-15
integral of |integrand|: 0.0158
free-moment atom, Luttinger integral: -0.5000
RESONANT LEVEL, U = 0 (energies in Delta)
level: 0.5, half-band: 10.0, bath levels: 1200
level shift / spacing: 0.3530, formula: 0.3530
displaced charge: 0.3525, delta/pi: 0.3524
impurity charge from matrix: 0.3438
half-band     10: impurity 0.34374, conduction 0.00868, sum 0.35242
half-band    100: impurity 0.35149, conduction 0.00093, sum 0.35242
half-band   1000: impurity 0.35232, conduction 0.00009, sum 0.35242
WORKED EXAMPLE, self-consistent second order (Delta = 1)
U: 4.0 Delta, eps_d: -1.0 Delta
n per spin from spectrum: 0.3885
Hartree shift U*n: 1.5539 Delta
Re Sigma(0): 1.3655 Delta
eps_star: 0.3655 Delta
delta: 1.2204 rad = 69.92 degrees
delta/pi: 0.3885
A(0) from G: 0.2808 /Delta
sin^2(pi n)/(pi Delta): 0.2808 /Delta
quasiparticle weight Z: 0.6461
Luttinger integral: -1.0e-05
damping / phase-space law at 0.04 Delta: 0.9984
NOT SELF-CONSISTENT, same U and eps_d
n: 0.4287, delta/pi: 0.4425, Luttinger integral: -0.0138
SCAN at U = 4 Delta (eps_d in Delta, A in 1/Delta)
eps_d     n       delta/pi  A(0)    sin^2(pi n)/pi
  2.0   0.1276   0.1276   0.0485   0.0485
  0.0   0.2789   0.2788   0.1878   0.1879
 -1.0   0.3885   0.3885   0.2808   0.2808
 -2.0   0.5000   0.5000   0.3183   0.3183
 -3.5   0.6671   0.6671   0.2384   0.2384
all assertions hold
```
